# Pressure ratio for ninety percent conversion in an uphill ligand exchange: a numerical check

```python
"""Equilibrium ligand exchange S-L + R(gas) <-> S-X + B(gas).

Result under test: the fraction of exchanged sites exceeds a target t
exactly when the pressure ratio r = p_B/p_R is below
    r_star = (1 - t)/t * exp(-dG/(kB*T)).
dG: standard free energy per exchange (eV), without the entropy of
arranging exchanged sites; T: temperature (K); kT: kB*T (eV).
Sites are independent and equivalent; gases are ideal.
"""
from itertools import product
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.optimize import brentq, minimize_scalar

dG = 0.10
T = 500.0
target = 0.90
kT = k_joule * T / e_charge


def threshold_ratio(free_energy):
    return (1 - target) / target * np.exp(-free_energy / kT)


def conversion_formula(ratio):
    K_eq = np.exp(-dG / kT)
    return K_eq / (K_eq + ratio)


# Every arrangement of exchanged (1) and unexchanged (0) sites.
n_sites = 8
configs = np.array(list(product((0, 1), repeat=n_sites)))
exchanged = configs.sum(axis=1)


def conversion_enumerated(ratio):
    """Boltzmann average over all arrangements at fixed gas pressures."""
    energy = exchanged * (dG + kT * np.log(ratio))
    weight = np.exp(-(energy - energy.min()) / kT)
    return np.sum(weight * exchanged) / (n_sites * np.sum(weight))


def closed_vessel(dose, carrier, pressure):
    """Minimize the Gibbs energy per site; return conversion and p_B/p_R.

    dose, carrier: initial reactant and inert molecules per site;
    pressure: total pressure in units of the standard pressure.
    """
    def gibbs_over_kT(x):
        amounts = np.array([dose - x, x, carrier])
        partial = pressure * amounts / amounts.sum()
        gas = np.sum(amounts * np.log(partial))
        sites = x * np.log(x) + (1 - x) * np.log(1 - x)
        return x * dG / kT + gas + sites

    best = minimize_scalar(gibbs_over_kT, bounds=(1e-9, 1 - 1e-9),
                           method="bounded", options={"xatol": 1e-10})
    assert best.success
    return best.x, best.x / (dose - best.x)


K = np.exp(-dG / kT)
r_star = threshold_ratio(dG)

# Threshold from enumeration and root search, against the formula.
log_root = brentq(lambda u: conversion_enumerated(np.exp(u)) - target,
                  np.log(1e-6), np.log(1e2), xtol=1e-13)
r_enumerated = np.exp(log_root)
assert abs(r_enumerated / r_star - 1) < 1e-9

# The inequality has the stated direction.
assert conversion_enumerated(0.99 * r_star) > target
assert conversion_enumerated(1.01 * r_star) < target
ratios = [0.001, 0.01, 0.02, 0.1, 1.0]
for r in ratios:
    assert abs(conversion_enumerated(r) - conversion_formula(r)) < 1e-11

# Closed vessel: tolerance set by the flat minimum in double precision.
dose_star = target * (1 + 1 / r_star)
vessel_cases = [(1.0, 1e-3), (500.0, 1e-3), (500.0, 1.0)]
vessel_results = []
for carrier, pressure in vessel_cases:
    x, r = closed_vessel(dose_star, carrier, pressure)
    assert abs(x - target) < 1e-5
    assert abs(r / r_star - 1) < 1e-4
    vessel_results.append((carrier, pressure, x, r))
x_half, r_half = closed_vessel(0.5 * dose_star, 500.0, 1e-3)
x_double, r_double = closed_vessel(2 * dose_star, 500.0, 1e-3)
assert x_half < target < x_double
assert r_double < r_star < r_half

# At threshold the pressure-corrected free energy balances site entropy.
step = 1e-5


def site_entropy(x):
    return -(x * np.log(x) + (1 - x) * np.log(1 - x))


slope = (site_entropy(target + step) - site_entropy(target - step)) / (2 * step)
dg_actual = dG + kT * np.log(r_enumerated)
assert abs(dg_actual - kT * slope) < 1e-8

print(f"standard free energy of exchange: {dG:.2f} eV")
print(f"temperature: {T:.0f} K")
print(f"target conversion of sites: {target:.2f}")
print(f"kB*T: {kT:.6f} eV")
print(f"dG/(kB*T): {dG / kT:.4f} (dimensionless)")
print(f"equilibrium constant K: {K:.5f} (dimensionless)")
print(f"threshold p_B/p_R, formula: {r_star:.6f} (dimensionless)")
print(f"threshold p_B/p_R, enumeration: {r_enumerated:.6f} (dimensionless)")
print(f"inverse threshold p_R/p_B: {1 / r_star:.2f} (dimensionless)")
print(f"byproduct share p_B/(p_B+p_R): {100 * r_star / (1 + r_star):.3f} percent")
print(f"pressure term kB*T*ln(r) at threshold: {kT * np.log(r_star):.5f} eV")
print(f"free energy at actual pressures, threshold: {dg_actual:.5f} eV")
print(f"kB*T*ln(9): {kT * np.log(9):.5f} eV")
for r in ratios:
    print(f"enumerated conversion at p_B/p_R = {r:g}: "
          f"{100 * conversion_enumerated(r):.2f} percent")
print(f"closed-vessel dose for target: {dose_star:.2f} molecules per site")
print(f"share of that reactant consumed: {100 * target / dose_star:.3f} percent")
for carrier, pressure, x, r in vessel_results:
    print(f"vessel, carrier {carrier:g} per site, pressure {pressure:g} p0: "
          f"conversion {100 * x:.3f} percent, ratio {r:.6f}")
print(f"conversion at half that dose: {100 * x_half:.2f} percent")
print(f"conversion at double that dose: {100 * x_double:.2f} percent")
for shift in (-0.05, 0.05):
    shifted = threshold_ratio(dG + shift)
    print(f"threshold ratio if dG = {dG + shift:.2f} eV: {shifted:.6f}")
print(f"factor in threshold per 0.05 eV: {np.exp(0.05 / kT):.3f}")
print("tests ok")
```

It prints:

```
standard free energy of exchange: 0.10 eV
temperature: 500 K
target conversion of sites: 0.90
kB*T: 0.043087 eV
dG/(kB*T): 2.3209 (dimensionless)
equilibrium constant K: 0.09818 (dimensionless)
threshold p_B/p_R, formula: 0.010909 (dimensionless)
threshold p_B/p_R, enumeration: 0.010909 (dimensionless)
inverse threshold p_R/p_B: 91.66 (dimensionless)
byproduct share p_B/(p_B+p_R): 1.079 percent
pressure term kB*T*ln(r) at threshold: -0.19467 eV
free energy at actual pressures, threshold: -0.09467 eV
kB*T*ln(9): 0.09467 eV
enumerated conversion at p_B/p_R = 0.001: 98.99 percent
enumerated conversion at p_B/p_R = 0.01: 90.76 percent
enumerated conversion at p_B/p_R = 0.02: 83.08 percent
enumerated conversion at p_B/p_R = 0.1: 49.54 percent
enumerated conversion at p_B/p_R = 1: 8.94 percent
closed-vessel dose for target: 83.40 molecules per site
share of that reactant consumed: 1.079 percent
vessel, carrier 1 per site, pressure 0.001 p0: conversion 90.000 percent, ratio 0.010909
vessel, carrier 500 per site, pressure 0.001 p0: conversion 90.000 percent, ratio 0.010909
vessel, carrier 500 per site, pressure 1 p0: conversion 90.000 percent, ratio 0.010909
conversion at half that dose: 82.88 percent
conversion at double that dose: 94.51 percent
threshold ratio if dG = 0.05 eV: 0.034816
threshold ratio if dG = 0.15 eV: 0.003418
factor in threshold per 0.05 eV: 3.191
tests ok
```
